# Do smaller resist molecules guarantee smoother edges?

**Question**

I am comparing chemically amplified resists for extreme-ultraviolet lithography. My reasoning is that a developed edge cannot be smoother than the pieces it is made of, so replacing a 2 nm molecule by a 1 nm or 0.5 nm one must reduce the edge roughness, and roughness should vanish in the limit of very small molecules. Is that right? If not, what sets the roughness that remains, and when does molecular size matter?

**Answer**

Smaller dissolving units remove one source of roughness. They do not remove the randomness of the chemical image that tells those units whether to dissolve. Smaller molecules therefore help at fixed exposure, blur and aggregation, but only down to a floor, and the edge can get rougher if the new material aggregates or blurs the image more. A model in which both sources can be calculated shows this.

### What is being measured

Let $x$ run across the edge, $y$ along the line and $z$ through a film of thickness $h$. At one point $y$, I define the edge position $X$ by the retained length of material along $x$, averaged over depth. Lengths are in nm, and "roughness" means the standard deviation of $X$, written $\sigma_X$.

The aerial image has pitch $\Lambda$ and contrast $C$:

$$I(x)=1+C\cos Kx,\qquad K=2\pi/\Lambda .$$

Photons are absorbed independently, with mean areal density $nI(x)$. Each absorbed photon makes a Poisson-distributed number of acids with mean $\mu$. Each acid starts at a Gaussian displacement from the photon, with standard deviation $\sigma_e$ per axis (electron blur), and acts over a Gaussian of width $\sigma_a$ (reaction blur). The resist dissolves where the blurred acid signal $m$ exceeds its mean over the pitch. No acid is lost through the film surfaces, so vertical spreading does not change the depth-averaged signal.

### The chemical edge

Convolution with two Gaussians is convolution with one Gaussian of variance $s^2=\sigma_e^2+\sigma_a^2$. It multiplies a cosine by $e^{-K^2s^2/2}$, so

$$\bar m(x)=n\mu\left[1+Ce^{-K^2s^2/2}\cos Kx\right].$$

The mean edge lies where $\cos Kx=0$. There $|\sin Kx|=1$, and the slope relative to the mean signal is

$$g=\frac{|\bar m'|}{n\mu}=CKe^{-K^2s^2/2}.$$

Now the noise. Write $G_\sigma$ for a normalized two-dimensional Gaussian. A photon that makes $k$ acids contributes a sum of $k$ terms $G_{\sigma_a}$, centred on the acids. For independent Poisson events, the variance of the total signal is the event density times the mean square contribution, integrated over event positions. Squaring the sum gives $k$ self terms and $k(k-1)$ pair terms. In a pair term the two acid displacements are independent, so each factor averages to $G_s$. Since $\langle k\rangle=\mu$ and, for a Poisson number, $\langle k(k-1)\rangle=\mu^2$,

$$\mathrm{Var}\,m=n\left[\mu^2\!\int G_s^2\,d^2r+\mu\!\int G_{\sigma_a}^2\,d^2r\right].$$

The cosine part of the photon density has dropped out because it is odd about the edge, while the squared kernels are even. The integral is

$$\int G_\sigma^2\,d^2r=\frac{1}{4\pi^2\sigma^4}\int e^{-r^2/\sigma^2}d^2r=\frac{\pi\sigma^2}{4\pi^2\sigma^4}=\frac1{4\pi\sigma^2}.$$

Dividing by the squared mean $(n\mu)^2$,

$$\frac{\mathrm{Var}\,m}{(n\mu)^2}=\frac1{4\pi n}\left[\frac1{s^2}+\frac1{\mu\sigma_a^2}\right].$$

The first term is photon noise, shared by all acids from one photon. The second is the noise of acid number and acid position.

A small signal error $\delta m$ moves the threshold contour by $|\delta x|=|\delta m|/|\bar m'|$. To leading order the variance of the chemical edge $x_f$ is therefore the relative noise divided by $g^2$:

$$\mathrm{Var}\,x_f=\frac{1}{4\pi n g^2}\left[\frac1{s^2}+\frac1{\mu\sigma_a^2}\right]
=\frac{e^{K^2s^2}}{4\pi nC^2K^2}\left[\frac1{s^2}+\frac1{\mu\sigma_a^2}\right].$$

No molecular size appears. At fixed image and blur, the variance falls as one over the dose.

### Why blur both helps and hurts

The brackets fall with blur because more events are averaged. The exponential grows because the image is flattened. For $\sigma_e=0$, $s=\sigma_a$ and

$$\mathrm{Var}\,x_f=\frac{1+1/\mu}{4\pi nC^2K^2}\,\frac{e^{K^2\sigma_a^2}}{\sigma_a^2}.$$

Setting the derivative of the logarithm with respect to $\sigma_a^2$ to zero gives $K^2-1/\sigma_a^2=0$, so the best blur is $\sigma_a=1/K=\Lambda/2\pi$. The variance diverges at both small and large blur, so this single stationary point is the minimum:

$$(\mathrm{Var}\,x_f)_{\min}=\frac{e\,(1+1/\mu)}{4\pi nC^2}.$$

Even the best blur leaves a floor. Without electron blur, lowering this minimum takes more absorbed photons, better contrast or more acids per photon, and the last has a limit because photon noise survives $\mu\to\infty$.

### What the size of a unit adds

Divide the film into layers of cubic units of side $d$, each of which dissolves whole or stays whole. The lattice in each layer has a random phase. A unit centred at $c$ stays if $c<x_f+w\xi$, where $\xi$ is a standard normal number drawn independently for each unit. The length $w$ expresses uncertain switching, for example from the finite number of reactive groups in a unit. The retained side is taken to be on the left.

The variance of one layer's edge about $x_f$ has two parts. The first comes from random switching at fixed lattice phase. A unit stays with probability $P$, so it contributes $d^2P(1-P)$. Averaging over the phase replaces the sum over centres by $(1/d)\int dc$:

$$d^2\,\frac1d\int P(1-P)\,dc=d\,w\int\Phi(u)[1-\Phi(u)]\,du=\frac{dw}{\sqrt\pi},$$

where $\Phi$ is the normal distribution function. The last integral is the mean positive part of the difference of two standard normal numbers. That difference has variance 2 and mean absolute value $2/\sqrt\pi$, and half of this is $1/\sqrt\pi$.

The second part comes from the phase. With sharp switching, the edge snaps to a boundary between units. If $t$ is the distance from the last centre to the switching point, the nearest boundary is at $d/2$, and the error is

$$\frac d2-t=\sum_{k\ge1}\frac{d}{\pi k}\sin\frac{2\pi kt}{d},\qquad 0<t<d.$$

Averaging over the Gaussian switching uncertainty multiplies harmonic $k$ by $e^{-(2\pi kw/d)^2/2}$. A sine has mean square $1/2$ over a random phase, and different harmonics are uncorrelated. Adding both parts,

$$V(d,w)=\frac{dw}{\sqrt\pi}+\frac{d^2}{2\pi^2}\sum_{k\ge1}\frac{e^{-(2\pi kw/d)^2}}{k^2}.$$

For $w\gg d$ the sum is negligible and $V\simeq dw/\sqrt\pi$. For $w\ll d$, set $q=(2\pi w/d)^2$. The derivative of the sum with respect to $q$ is $-\sum e^{-qk^2}\simeq-\tfrac12\sqrt{\pi/q}+\tfrac12$. Integrating from the value $\pi^2/6$ at $q=0$, the sum is $\pi^2/6-\sqrt{\pi q}+q/2$. Multiplied by $d^2/2\pi^2$, its middle term is $-dw/\sqrt\pi$ and cancels the switching term, leaving

$$V\simeq\frac{d^2}{12}+w^2 .$$

This is a uniform rounding error plus the position uncertainty of the one switching point.

There are $h/d$ layers with independent errors, so averaging over depth divides $V$ by $h/d$. The random phase gives the error the same zero-mean distribution wherever $x_f$ lies, so it is uncorrelated with $x_f$ and the variances add. For a mixture, assume that each layer holds a single type near the edge at the chosen $y$, and neglect boundaries between types within a layer. Type $i$ with volume fraction $f_i$ then fills $f_ih/d_i$ layers on average, each with weight $d_i/h$. Its contribution is $(f_ih/d_i)(d_i/h)^2V_i$, and hence

$$\boxed{\mathrm{Var}\,X=\mathrm{Var}\,x_f+\sum_i\frac{f_i\,d_i\,V(d_i,w_i)}{h}}$$

If all units shrink at fixed $w$, the second term vanishes and the first stays.

### Numbers for an extreme-ultraviolet resist

Take rough typical conditions: wavelength 13.5 nm, pitch 32 nm, film 30 nm, mean image dose 15 mJ/cm², absorption 5 per µm, $C=0.8$, $\mu=2$, $\sigma_e=2$ nm, $\sigma_a=4$ nm and $w=2$ nm.

The photon energy is 91.84 eV, which gives 10.19 incident photons per nm². The film absorbs $1-e^{-0.15}=0.139$ of them, so $n=1.420$ nm⁻². With $s^2=4+16=20$ nm² and $g=0.1068$ nm⁻¹,

$$\mathrm{Var}\,x_f=\frac{1/20+1/(2\times16)}{4\pi(1.420)(0.1068)^2}\ \mathrm{nm^2}
\simeq0.246+0.153=0.399\ \mathrm{nm^2}.$$

The floor is $\sigma_X=0.63$ nm, or 1.9 nm at three standard deviations. Photon noise supplies about 62% of this variance.

For 1 nm units, $w$ is large enough to use $V\simeq dw/\sqrt\pi=1.128$ nm². The granular variance is $1\times1.128/30=0.0376$ nm². At fixed $w$, blur and dose:

| Unit side (nm) | Granular $\sigma$ (nm) | Total $\sigma_X$ (nm) |
|---|---|---|
| 2 | 0.388 | 0.741 |
| 1 | 0.194 | 0.661 |
| 0.5 | 0.097 | 0.639 |
| → 0 | 0 | 0.632 |

Going from 2 to 1 nm lowers the roughness by 11%. Going from 1 to 0.5 nm lowers it by a further 3%, and 1% is then left to gain. Your intuition is sound for large units: the granular and field variances are equal at $d=3.26$ nm. In the regime $w\gtrsim d/2$, where the sum in $V$ is negligible, that size is

$$d_{\rm eq}=\sqrt{\sqrt\pi\,h\,\mathrm{Var}\,x_f/w}.$$

It scales as one over the square root of dose. Doubling the dose lowers the field roughness to 0.447 nm and brings $d_{\rm eq}$ down to about 2.3 nm. Molecular size matters more once photon noise has been reduced.

### Aggregation

Suppose 20% of the volume of the 1 nm material sits in 10 nm aggregates that dissolve whole. This fraction is chosen to show the mechanism and is not a typical value. An aggregate contains 1000 times as many reactive groups. If they react independently, its switching uncertainty is smaller by $\sqrt{1000}$, or 0.063 nm. The sharp limit then gives $V\simeq100/12+0.004=8.34$ nm², and

$$\frac{0.2\times10\times8.34}{30}+0.8\times0.0376\simeq0.556+0.030=0.586\ \mathrm{nm^2}.$$

This exceeds the field variance, and the total roughness is 0.99 nm. A simulation that switched explicit units and aggregates, starting from simulated chemical edges, gave 0.992 nm, in agreement within its sampling error of about 1%. Shrinking the unaggregated molecules to nothing while leaving the aggregates unchanged would remove 0.030 nm² and leave $\sqrt{0.399+0.556}=0.98$ nm.

The aggregates are one particle in 4000 by number. A number-average size would hardly register them, but their contribution to the edge variance is nearly $fd^3/(12h)$, which grows with their volume fraction and with the cube of their side. For these values the granular part reaches the field part at an aggregate volume fraction of 0.13.

### Reaction blur

To test the field formula, photons and acids were placed at random, blurred, and the true threshold contour was located:

| Reaction blur (nm) | Formula $\sigma$ (nm) | Simulated $\sigma$ (nm) |
|---|---|---|
| 3 | 0.705 | 0.712 |
| 4 | 0.632 | 0.638 |
| 9 | 1.039 | 1.084 |

The 4% difference at 9 nm contains both sampling error and shifts beyond leading order. With the 2 nm electron blur included, the best reaction blur is 4.9 nm, where $\sigma_X=0.615$ nm. More blur than that roughens the edge.

This yields a direct counterexample to the guarantee. At the same dose, image and $w$, simulated 2 nm units with 4 nm reaction blur give 0.741 nm. Simulated 0.5 nm units with 9 nm blur give 1.076 nm. These totals come from subsamples of the simulated edges and carry a sampling error of about 1%, which is why this one lies slightly below the 1.084 nm in the table. Smaller molecules need not let acid travel farther. If a particular change of material does so, however, the loss can exceed the gain from size.

### The weakest assumption: independent switching

The value of $w$ hides some chemistry. Suppose a unit has $N$ groups, each reacted with probability $1/2$ at the edge. Its reacted fraction has standard deviation $1/(2\sqrt N)$. If the mean fraction follows the signal linearly, its slope is $g/2$, so

$$w=\frac{1/(2\sqrt N)}{g/2}=\frac{1}{g\sqrt N},\qquad N=\frac1{(gw)^2}\simeq22 .$$

A 1 nm molecule is unlikely to carry 22 such groups. Either it switches less sharply than assumed, or its solubility depends on groups in neighbouring molecules. In the second case neighbours tend to switch together, and the effective unit is larger than the molecule. At the same $w$, the granular variance is then larger than the 1 nm row of the table implies.

Less sharp switching slows the gain from shrinking. At a fixed density of groups, $N\propto d^3$ and $w\propto d^{-3/2}$, so in the regime $d\ll w\ll\Lambda/2\pi$ the granular variance $d^2w/(\sqrt\pi h)$ falls only as $d^{1/2}$. Near $w=2$ nm the law is already inaccurate: the sinusoid flattens away from the edge, which widens the region of uncertain switching, and the variance falls even more slowly. When units hold so few groups that $w$ approaches $\Lambda/2\pi=5.1$ nm, the line width limits that region, and the variance falls faster. For independent units, $P(1-P)\le1/4$ over the half pitch belonging to one edge bounds the random-switching variance by $d^2\Lambda/(8h)$. That bound still vanishes with $d$.

### How far this carries over to a real resist

The dose, absorption and film thickness are in the range used for extreme-ultraviolet resists, and a three-sigma roughness of a couple of nanometres is the right rough size. The individual blurs, $\mu$ and $w$ are less certain and depend on the material. Several simplifications can be sized for this example:

- **Acid generators run out.** With a chosen density of 0.3 generators per nm³ and 0.095 acids per nm³ at the edge, $u=0.095/0.3$ is the mean number of activations per generator. If the number of generators in any region is fixed, the activated fraction is $1-e^{-u}$, with variance $e^{-u}(1-e^{-u})$ per generator and response slope $e^{-u}$. Variance over squared slope is $e^u-1$ instead of $u$, which raises the acid-count variance by a factor 1.18 if only the conditions at the edge are considered. Taken alone, this would raise the floor by about 3%. Depletion also reshapes the signal and its noise across the blur range, which at 4 nm blur cancels this increase. If instead the generators are placed at random, their number fluctuates too: the variance is $1-e^{-u}$ per mean generator, the factor becomes $e^u(e^u-1)/u=1.61$, and the floor rises by about 11% from the edge conditions alone, or about 8% with the reshaping included.
- **The image is not straight.** If the switching noise is the same everywhere, using the sinusoid in the switching integral raises it from 1.128 to 1.237 nm, so the molecular granular variance rises by about 10%, and about 0.5% of units at the line centre switch wrongly. In the group model above, the noise is weaker away from half conversion, which makes both effects smaller. The model counts them as lost volume, although a developer may not reach them.
- **The edge varies with depth.** Without vertical blur, absorption would shift the mean edge by about $0.15/g=1.4$ nm from top to bottom. Vertical blur makes the shift smaller. It is a sidewall tilt, not roughness. At a single depth, ignoring the film surfaces, the field roughness is 0.89 nm instead of 0.63 nm.
- **Large aggregates average the signal.** Treating this as extra Gaussian blur changes the field roughness from 0.632 to 0.615 nm, too little to alter the comparison.

The Gaussian reaction blur is also a simplification. An acid that reacts while it diffuses acts over a more sharply peaked region, which averages the noise less well at the same root-mean-square width. At the 4 nm blur used here this raises the floor. At much larger blur, such as 9 nm, the peaked region also preserves more image contrast. If each acid is replaced by its path-averaged region, this outweighs the extra noise. A real acid, however, follows one random path, which adds noise to the acid term and can leave the roughness at 9 nm above the Gaussian value. In both pictures the ratio of the 9 nm to the 4 nm roughness is smaller than in the Gaussian model.

Base quencher, swelling, pattern collapse, developer access and microscope averaging along the line are not included, so the totals should not be read as predictions for a named resist.

To isolate the effect of molecular size, compare two materials at equal absorbed dose and image contrast, and find out the size of what dissolves as one piece, the acid yield and both blurs. To choose between them at a given exposure, include their absorption as well: a material that absorbs more photons can give a smoother edge even with larger units. Choosing the smaller molecule is justified when the granular term is a substantial part of the variance and the change does not worsen the other terms. The numerical output below lists the values used here.

## Computed results

```
Wavelength 13.5 nm; pitch 32.0 nm; film 30.0 nm
Mean image dose 15.0 mJ/cm2; absorption 5.0 per um
Contrast 0.8; mean acids per absorbed photon 2.0
Blur per axis: electron 2.0, reaction 4.0 nm
Switching width w: 2.0 nm
Photon energy: 91.84 eV
Incident photons: 10.194 per nm2
Absorbed share: 0.139
Absorbed photons: 1.420 per nm2
K: 0.1963 per nm
Total blur s: 4.472 nm
Relative image slope g: 0.1068 per nm
Photon part of variance: 0.2455 nm2
Acid-count part of variance: 0.1535 nm2
Field variance: 0.3990 nm2
Field floor, one sigma: 0.632 nm
Field floor, three sigma: 1.89 nm
Reaction blur 3 nm: sigma formula 0.705, simulated 0.712 nm
Reaction blur 4 nm: sigma formula 0.632, simulated 0.638 nm
Reaction blur 9 nm: sigma formula 1.039, simulated 1.084 nm
Double dose: sigma formula 0.447, simulated 0.448 nm
Best reaction blur, no electron blur: 5.093 nm
Sigma at that blur: 0.598 nm
Best reaction blur, with electron blur: 4.854 nm
Sigma at that blur: 0.615 nm
Unit 2.0 nm: granular variance 0.1505 nm2, sigma 0.388 nm, total sigma 0.741 nm
Unit 1.0 nm: granular variance 0.0376 nm2, sigma 0.194 nm, total sigma 0.661 nm
Unit 0.5 nm: granular variance 0.0094 nm2, sigma 0.097 nm, total sigma 0.639 nm
Zero-size limit, total sigma: 0.632 nm
Unit size where granular part equals field: 3.26 nm
Aggregates: side 10.0 nm, volume fraction 0.2
Number fraction of aggregates: 2.50e-04
Aggregate switching width: 0.063 nm
Mixture granular variance: 0.5859 nm2
Mixture granular sigma: 0.765 nm
Mixture total sigma, formula: 0.992 nm
Mixture total sigma, simulated: 0.992 nm
Aggregate volume fraction equal to field: 0.132
2 nm units, 4 nm blur, simulated sigma: 0.741 nm
0.5 nm units, 9 nm blur, simulated sigma: 1.076 nm
Neglected: top-to-bottom edge shift by absorption: 1.40 nm
Neglected: field sigma at a single depth: 0.888 nm
Acid density at edge: 0.095 per nm3
Chosen acid-generator density: 0.3 per nm3
Neglected: depletion factor on acid-count variance: 1.176
Neglected: field sigma averaged in aggregate: 0.615 nm
Switching integral, straight image: 1.128 nm
Switching integral, sinusoidal image: 1.237 nm
Wrongly switched share at line centre: 0.54 %
Reactive groups implied by w at half conversion: 21.9
```
